# Release of precursor from a dead leg during a purge: a numerical check

```python
"""
Release of precursor from a dead leg (closed tube) after its mouth is swept clean.

Result under test: a leg of length L, filled uniformly to number density c0,
whose mouth is held at zero density from t = 0, releases the flux
    J = c0 sqrt(D/(pi t)) [1 + 2 sum_n (-1)^n exp(-n^2 L^2/(D t))],
so the square-root law holds until diffusion has made the round trip to the end.

Symbols: D diffusivity, T = D t / L^2 scaled time, scaled flux = J L / (D c0),
left = fraction of the initial content still in the leg.
The independent road is a finite-volume model advanced by a matrix exponential.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import dawsn, erfcx


def flux_images(T, far_end="closed"):
    n = np.arange(1, 60)
    sign = (-1.0) ** n if far_end == "closed" else np.ones(n.size)
    return (1 + 2 * np.sum(sign * np.exp(-n**2 / T))) / np.sqrt(np.pi * T)


def flux_modes(T):
    n = np.arange(400)
    return 2 * np.sum(np.exp(-((n + 0.5) * np.pi) ** 2 * T))


def left_modes(T):
    n = np.arange(400)
    weight = 8 / (np.pi * (2 * n + 1)) ** 2
    return np.sum(weight * np.exp(-((n + 0.5) * np.pi) ** 2 * T))


def end_density_modes(T):
    n = np.arange(400)
    weight = 4 * (-1.0) ** n / (np.pi * (2 * n + 1))
    return np.sum(weight * np.exp(-((n + 0.5) * np.pi) ** 2 * T))


def simulate(T, mouth_length=0.0, sweep_time=0.0, wall_ratio=0.0,
             far_end="closed", cells=300, exchange_rate=1e4):
    """Finite-volume leg in scaled units: returns flux, fraction left, end density."""
    h = 1.0 / cells
    mouth, reservoir = cells, cells + 1
    size = cells + 2 + (cells if wall_ratio > 0 else 0)
    A = np.zeros((size, size))
    i = np.arange(cells - 1)
    A[i, i + 1] += 1 / h**2
    A[i, i] -= 1 / h**2
    A[i + 1, i] += 1 / h**2
    A[i + 1, i + 1] -= 1 / h**2
    conductance = 1 / (h / 2 + mouth_length)
    A[0, 0] -= conductance / h
    A[0, mouth] += conductance / h
    if sweep_time > 0:
        A[mouth, mouth] = -1 / sweep_time
    if far_end == "held":
        A[cells - 1, cells - 1] -= 2 / h**2
        A[cells - 1, reservoir] += 2 / h**2
    start = np.ones(size)
    start[mouth] = 1.0 if sweep_time > 0 else 0.0
    if wall_ratio > 0:
        gas = np.arange(cells)
        wall = gas + cells + 2
        A[wall, gas] += exchange_rate * wall_ratio
        A[wall, wall] -= exchange_rate
        A[gas, gas] -= exchange_rate * wall_ratio
        A[gas, wall] += exchange_rate
        start[wall] = wall_ratio
    y = expm(A * T) @ start
    flux = conductance * (y[0] - y[mouth])
    content = np.sum(y[:cells]) + np.sum(y[cells + 2:])
    return flux, content * h / (1 + wall_ratio), y[cells - 1]


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


# Endless leg: symbolic check of the profile, its flux, the released amount
# and the Gaussian that carries each jump of the start profile.
x, t, D_s, c_s = sp.symbols("x t D c", positive=True)
profile = c_s * sp.erf(x / sp.sqrt(4 * D_s * t))
assert sp.simplify(sp.diff(profile, t) - D_s * sp.diff(profile, x, 2)) == 0
flux_symbolic = D_s * sp.diff(profile, x).subs(x, 0)
assert sp.simplify(flux_symbolic - c_s * sp.sqrt(D_s / (sp.pi * t))) == 0
released = 2 * c_s * sp.sqrt(D_s * t / sp.pi)
assert sp.simplify(sp.diff(released, t) - flux_symbolic) == 0
gauss = sp.exp(-x**2 / (4 * D_s * t)) / sp.sqrt(4 * sp.pi * D_s * t)
assert sp.simplify(sp.diff(gauss, t) - D_s * sp.diff(gauss, x, 2)) == 0
assert sp.simplify(2 * sp.integrate(gauss, (x, 0, sp.oo)) - 1) == 0

# Closed leg: both series against the finite-volume model (grid error below 1e-3).
largest_error = 0.0
for T in (0.02, 0.1, 0.3, 1.0):
    flux, left, end_density = simulate(T)
    for series in (flux_images(T), flux_modes(T)):
        assert close(series, flux, 1e-3)
        largest_error = max(largest_error, abs(series / flux - 1))
    assert close(left_modes(T), left, 1e-3)
    assert close(end_density_modes(T), end_density, 1e-3)

# Early released amount follows the square root; late content is one exponential.
assert close(1 - simulate(0.1)[1], 2 * np.sqrt(0.1 / np.pi), 2e-3)
assert close(simulate(2.0)[1], 8 / np.pi**2 * np.exp(-np.pi**2 / 2), 1e-3)

# Bounds on the departure from the square-root law, using the mode series.
for T in (0.15, 0.2, 0.3, 0.5, 1.0):
    ratio = flux_modes(T) * np.sqrt(np.pi * T)
    assert 1 - 2 * np.exp(-1 / T) < ratio < 1

# The far end causes the departure: holding it at c0 reverses the sign.
held_flux = simulate(0.3, far_end="held")[0]
assert close(flux_images(0.3, "held"), held_flux, 1e-3)
held_ratio = held_flux * np.sqrt(np.pi * 0.3)
closed_ratio = simulate(0.3)[0] * np.sqrt(np.pi * 0.3)
assert closed_ratio < 0.95 and held_ratio > 1.05

# Time at which the flux is 1 percent below the square-root law.
T_sense = brentq(lambda T: 1 - flux_modes(T) * np.sqrt(np.pi * T) - 0.01, 0.1, 0.4)
assert close(1 / np.log(200), T_sense, 1e-4)

# Mouth resistance: early flux factor and late decay rate.
z = np.sqrt(0.05) / 0.1
factor = simulate(0.05, mouth_length=0.1)[0] * np.sqrt(np.pi * 0.05)
assert close(np.sqrt(np.pi) * z * erfcx(z), factor, 2e-3)
rate = np.log(simulate(1.0, mouth_length=0.03)[1] / simulate(2.0, mouth_length=0.03)[1])
assert close(np.pi**2 / 4 / 1.03**2, rate, 1e-3)

# Gradual sweeping of the mouth: early flux factor.
y_sweep = np.sqrt(0.1 / 0.02)
factor = simulate(0.1, sweep_time=0.02)[0] * np.sqrt(np.pi * 0.1)
assert close(2 * y_sweep * dawsn(y_sweep), factor, 2e-3)

# Fast linear wall adsorption: explicit exchange against the slowed clock.
flux, left, _ = simulate(0.05, wall_ratio=0.5)
assert close(np.sqrt(1.5 / (np.pi * 0.05)), flux, 5e-3)
assert close(left_modes(0.05 / 1.5), left, 5e-3)

# Worked example: rough values for trimethylaluminium in nitrogen (cm, s, Torr, K).
pressure, dose_pressure, temperature = 1.0, 0.05, 400.0
D, L, bore = 100.0, 10.0, 0.6
t_early, t_purge = 0.1, 2.0
mass_precursor, mass_carrier = 72.1, 28.0
main_flow, sweep_seconds = 3000.0, 0.02
attempt_time, cold_temperature, D_exponent = 1e-13, 300.0, 1.75

kT = const.k * temperature
c0 = dose_pressure * const.torr / kT * 1e-6
area = np.pi * bore**2 / 4
t_diff = L**2 / D
T_early, T_purge = t_early / t_diff, t_purge / t_diff
root_flux = c0 * np.sqrt(D / (np.pi * t_early))
flux_early, left_purge = flux_modes(T_early), left_modes(T_purge)

print(f"total pressure {pressure:.2f} Torr, precursor {dose_pressure:.2f} Torr")
print(f"temperature {temperature:.0f} K, kT = {kT / const.e:.4f} eV")
print(f"D = {D:.0f} cm2/s, leg length {L:.0f} cm, bore {bore:.1f} cm")
print(f"initial density c0 = {c0:.3e} cm^-3")
print(f"mouth area {area:.4f} cm2, initial content {c0 * area * L:.3e} molecules")
print(f"diffusion time L^2/D = {t_diff:.3f} s")
print(f"root-law flux at {t_early:.1f} s = {root_flux:.3e} cm^-2 s^-1")
print(f"  the same in nm^-2 s^-1 = {root_flux * 1e-14:.1f}")
print("time (s), root-law flux, exact flux (cm^-2 s^-1), ratio, percent left")
for time in (0.01, 0.05, 0.1, 0.2, 0.5, 1.0, 2.0):
    root = c0 * np.sqrt(D / (np.pi * time))
    exact = c0 * D / L * flux_modes(time / t_diff)
    print(f"  {time:.2f}  {root:.3e}  {exact:.3e}  {exact / root:.5f}"
          f"  {100 * left_modes(time / t_diff):.3f}")
print(f"flux 1 percent below root law at {T_sense * t_diff:.4f} s")
print(f"  closed-end density then, in c0: {end_density_modes(T_sense):.4f}")
print(f"  percent released by then: {100 * (1 - left_modes(T_sense)):.2f}")
T_empty = np.pi / 4
print(f"root law would empty the leg at {T_empty * t_diff:.4f} s")
print(f"  true percent left then: {100 * left_modes(T_empty):.2f}")
print(f"late decay time 4L^2/(pi^2 D) = {4 * t_diff / np.pi**2:.4f} s")
print(f"molecules left after {t_purge:.0f} s purge: {c0 * area * L * left_purge:.3e}")
print(f"scaled time 0.3: flux/root law, closed end {closed_ratio:.4f}, held end {held_ratio:.4f}")
print(f"largest flux difference, series vs grid model: {largest_error:.1e} (relative)")


def report(name, flux, left):
    print(f"  {name}: {100 * (flux / flux_early - 1):+.2f} %, x {left / left_purge:.3f}")


speed = np.sqrt(8 * kT / (np.pi * mass_precursor * const.atomic_mass)) * 100
print("Neglected effects: change of flux at 0.1 s, factor on amount left at 2 s"
      if (t_early, t_purge) == (0.1, 2.0) else "Neglected effects: early flux, amount left")
mouth_cm = bore / 2 + D * area / main_flow
report(f"mouth resistance, length {mouth_cm:.3f} cm",
       simulate(T_early, mouth_length=mouth_cm / L)[0],
       simulate(T_purge, mouth_length=mouth_cm / L)[1])
report(f"gradual sweep, time {sweep_seconds:.3f} s",
       simulate(T_early, sweep_time=sweep_seconds / t_diff)[0],
       simulate(T_purge, sweep_time=sweep_seconds / t_diff)[1])
stretch = L / (L - bore)
report(f"stirring one bore deep, {bore:.1f} cm",
       stretch * flux_modes(T_early * stretch**2),
       left_modes(T_purge * stretch**2) / stretch)
free_path = 3 * D / speed
slow = 1 / (1 + free_path / bore)
report(f"wall collisions, free path {free_path * 1e4:.0f} um",
       slow * flux_modes(T_early * slow), left_modes(T_purge * slow))
for energy in (0.50, 0.60, 0.65):
    wall_length = speed / 4 * attempt_time * np.exp(energy * const.e / kT)
    r = 4 * wall_length / bore
    report(f"adsorption {energy:.2f} eV, r = {r:.3f}, {wall_length * c0:.1e} cm^-2",
           flux_modes(T_early / (1 + r)), left_modes(T_purge / (1 + r)))
cold = (cold_temperature / temperature) ** D_exponent
report(f"leg at {cold_temperature:.0f} K, D = {D * cold:.1f} cm2/s, same c0",
       cold * flux_modes(T_early * cold), left_modes(T_purge * cold))
print(f"adsorption inputs: attempt time {attempt_time:.0e} s, sticking 1")
print(f"main-line flow {main_flow:.0f} cm3/s; D varies as T^{D_exponent:.2f}")
print(f"content blown out if pressure falls by the dose: {100 * dose_pressure / pressure:.1f} %")
density_contrast = dose_pressure / pressure * (mass_precursor / mass_carrier - 1)
buoyant_speed = const.g * 100 * density_contrast * (bore / 2) ** 2 / (8 * D)
print(f"buoyant speed (viscosity/density taken as D) {buoyant_speed:.1e} cm/s")
print(f"  buoyant speed times L/D = {buoyant_speed * L / D:.1e}")
print(f"mean thermal speed {speed / 100:.0f} m/s")
t_kinetic = 16 * D / (np.pi * speed**2)
print(f"root law exceeds free effusion before {t_kinetic * 1e6:.2f} us")
print("checks complete")
```

Printed output:

```
total pressure 1.00 Torr, precursor 0.05 Torr
temperature 400 K, kT = 0.0345 eV
D = 100 cm2/s, leg length 10 cm, bore 0.6 cm
initial density c0 = 1.207e+15 cm^-3
mouth area 0.2827 cm2, initial content 3.413e+15 molecules
diffusion time L^2/D = 1.000 s
root-law flux at 0.1 s = 2.154e+16 cm^-2 s^-1
  the same in nm^-2 s^-1 = 215.4
time (s), root-law flux, exact flux (cm^-2 s^-1), ratio, percent left
  0.01  6.810e+16  6.810e+16  1.00000  88.716
  0.05  3.046e+16  3.046e+16  1.00000  74.769
  0.10  2.154e+16  2.153e+16  0.99991  64.318
  0.20  1.523e+16  1.502e+16  0.98652  49.591
  0.50  9.631e+15  7.031e+15  0.73000  23.605
  1.00  6.810e+15  2.047e+15  0.30063  6.874
  2.00  4.815e+15  1.736e+14  0.03605  0.583
flux 1 percent below root law at 0.1887 s
  closed-end density then, in c0: 0.7928
  percent released by then: 48.98
root law would empty the leg at 0.7854 s
  true percent left then: 11.67
late decay time 4L^2/(pi^2 D) = 0.4053 s
molecules left after 2 s purge: 1.990e+13
scaled time 0.3: flux/root law, closed end 0.9287, held end 1.0714
largest flux difference, series vs grid model: 3.5e-05 (relative)
Neglected effects: change of flux at 0.1 s, factor on amount left at 2 s
  mouth resistance, length 0.309 cm: -0.47 %, x 1.377
  gradual sweep, time 0.020 s: +15.71 %, x 1.052
  stirring one bore deep, 0.6 cm: -0.02 %, x 0.491
  wall collisions, free path 88 um: -0.72 %, x 1.074
  adsorption 0.50 eV, r = 0.011, 2.1e+12 cm^-2: +0.57 %, x 1.057
  adsorption 0.60 eV, r = 0.207, 3.8e+13 cm^-2: +9.88 %, x 2.333
  adsorption 0.65 eV, r = 0.884, 1.6e+14 cm^-2: +37.27 %, x 10.129
  leg at 300 K, D = 60.4 cm2/s, same c0: -22.25 %, x 7.043
adsorption inputs: attempt time 1e-13 s, sticking 1
main-line flow 3000 cm3/s; D varies as T^1.75
content blown out if pressure falls by the dose: 5.0 %
buoyant speed (viscosity/density taken as D) 8.7e-03 cm/s
  buoyant speed times L/D = 8.7e-04
mean thermal speed 343 m/s
root law exceeds free effusion before 0.43 us
checks complete
```
